# Antisymmetric exchange from spin spirals by the generalized Bloch theorem: verification in Python

```python
"""
Antisymmetric exchange from spin spirals, generalized Bloch theorem.

Result under test: for m = (sin qX, 0, cos qX) the first-order spin-orbit
energy E1(q) = Tr[rho_q V], V = (xi/2) L.sigma, contains only L_y sigma_y,
is odd in q, and has slope D at small q. The slope also follows from linear
response of the collinear state. With V kept to all orders, half the energy
difference of opposite-handed spirals is E1 plus terms of order xi^2.

Model: square lattice; one magnetic orbital s above a heavy atom with p_x,
p_y, p_z. Exchange splitting DELTA acts on s, spin-orbit strength XI on p.
Internally energies are in eV and wavevectors are q*a (radians per cell).
F is the electronic free energy per cell at fixed electron number.
"""
import numpy as np
from scipy.constants import e as E_CHARGE, k as K_B, mu_0, physical_constants
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

MU_B = physical_constants["Bohr magneton"][0]
A_NM, HEIGHT_NM, THICK_NM = 0.27, 0.20, 0.20
DELTA, XI, FILL = 2.0, 0.5, 0.30
T_SS, E_P, V_VERT, V_SIDE = 0.20, 2.0, 0.80, 0.30
PP_SIGMA, PP_PI = 0.40, -0.10
KT, MESH = 0.05, 48

ONE = np.eye(2, dtype=complex)
SIGMA = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]], complex),
         np.array([[1, 0], [0, -1]], complex)]
ORB_L = [np.zeros((4, 4), complex) for _ in range(3)]
for a, b, c in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    ORB_L[a][b + 1, c + 1] = -1j
    ORB_L[a][c + 1, b + 1] = 1j
P_MAG = np.diag([1, 0, 0, 0]).astype(complex)
SOC_FULL = sum(0.5 * np.kron(SIGMA[i], ORB_L[i]) for i in range(3))


def make_hops(vertical_coupling=1.0):
    """Matrices <orbital in cell R|H|orbital in cell R+d>.

    vertical_coupling = 0 removes s-p_z mixing and with it the effect of the
    missing up-down mirror symmetry.
    """
    rho = np.hypot(A_NM, HEIGHT_NM)
    side, down = A_NM / rho, HEIGHT_NM / rho
    onsite = np.diag([0, E_P, E_P, E_P]).astype(complex)
    onsite[0, 3] = onsite[3, 0] = -V_VERT * vertical_coupling
    hops = {(0, 0): onsite}
    for d in ((1, 0), (-1, 0), (0, 1), (0, -1)):
        t = np.zeros((4, 4), complex)
        t[0, 0] = -T_SS
        for j in range(2):
            t[0, j + 1] = side * V_SIDE * d[j]
            t[j + 1, 0] = -side * V_SIDE * d[j]
            t[j + 1, j + 1] = PP_SIGMA if d[j] != 0 else PP_PI
        t[0, 3] = t[3, 0] = -down * V_SIDE * vertical_coupling
        t[3, 3] = PP_PI
        hops[d] = t
    return hops


HOPS = make_hops()


def bloch(kx, ky, hops, derivative=False):
    """Spinless Bloch matrix, or its derivative with respect to kx*a."""
    out = np.zeros((kx.size, 4, 4), complex)
    for (dx, dy), t in hops.items():
        phase = np.exp(1j * (kx * dx + ky * dy))
        if derivative:
            phase = phase * 1j * dx
        out += phase[:, None, None] * t
    return out


def with_spin(spin, orbital):
    full = np.einsum("ab,mij->maibj", spin, orbital)
    return full.reshape(orbital.shape[0], 8, 8)


def grid(mesh):
    k = 2 * np.pi * np.arange(mesh) / mesh
    kx, ky = np.meshgrid(k, k, indexing="ij")
    return kx.ravel(), ky.ravel()


def thermo(levels, n_cells, kt):
    """Chemical potential and free energy per cell at fixed filling."""
    ev = levels.ravel()
    mu = brentq(lambda x: expit((x - ev) / kt).sum() / n_cells - FILL,
                ev.min() - 1, ev.max() + 1, xtol=1e-14)
    free = mu * FILL - kt * np.logaddexp(0, (mu - ev) / kt).sum() / n_cells
    return mu, free


def spiral(q, mesh=MESH, kt=KT, axis=1, hops=HOPS, soc=0.0):
    """Spiral along x turning about 'axis', in the rotated spin frame.

    Returns F and first-order energy E1 for strength XI. A nonzero soc keeps
    the spin-orbit component along the axis to all orders in F.
    """
    kx, ky = grid(mesh)
    ham = np.zeros((kx.size, 8, 8), complex)
    for s in (1, -1):
        ham += with_spin((ONE + s * SIGMA[axis]) / 2,
                         bloch(kx - s * q / 2, ky, hops))
    v = 0.5 * np.kron(SIGMA[axis], ORB_L[axis])
    ham += -DELTA / 2 * np.kron(SIGMA[2], P_MAG) + soc * v
    ev, vec = np.linalg.eigh(ham)
    mu, free = thermo(ev, kx.size, kt)
    expect = np.sum(vec.conj() * (v @ vec), axis=1).real
    first = XI * np.sum(expit((mu - ev) / kt) * expect) / kx.size
    return free, first


def supercell(cells, handed, soc, mesh=MESH):
    """F per cell in the laboratory frame with all of L.sigma included."""
    n_theta = mesh // cells
    theta = 2 * np.pi * np.arange(n_theta) / n_theta
    ky = 2 * np.pi * np.arange(mesh) / mesh
    ham = np.zeros((n_theta, mesh, 8 * cells, 8 * cells), complex)
    row = HOPS[(0, 0)] + np.exp(1j * ky)[:, None, None] * HOPS[(0, 1)] \
        + np.exp(-1j * ky)[:, None, None] * HOPS[(0, -1)]
    row = with_spin(ONE, row)
    link = np.kron(ONE, HOPS[(1, 0)])
    for n in range(cells):
        angle = handed * 2 * np.pi * n / cells
        m_sigma = np.sin(angle) * SIGMA[0] + np.cos(angle) * SIGMA[2]
        here = slice(8 * n, 8 * n + 8)
        nxt = (n + 1) % cells
        there = slice(8 * nxt, 8 * nxt + 8)
        local = -DELTA / 2 * np.kron(m_sigma, P_MAG) + soc * SOC_FULL
        ham[:, :, here, here] += row + local
        wrap = np.exp(1j * theta) if nxt == 0 else np.ones(n_theta)
        ham[:, :, here, there] += wrap[:, None, None, None] * link
        ham[:, :, there, here] += (wrap.conj()[:, None, None, None]
                                   * link.conj().T)
    ev = np.linalg.eigvalsh(ham)
    return thermo(ev, cells * n_theta * mesh, KT)[1]


def collinear_response():
    """Slope dE1/d(qa) and spin moment from the collinear state only."""
    kx, ky = grid(MESH)
    ham = with_spin(ONE, bloch(kx, ky, HOPS))
    ham += -DELTA / 2 * np.kron(SIGMA[2], P_MAG)
    ev, vec = np.linalg.eigh(ham)
    mu, _ = thermo(ev, kx.size, KT)
    occ = expit((mu - ev) / KT)
    dag = vec.conj().transpose(0, 2, 1)
    w = dag @ with_spin(-SIGMA[1] / 2, bloch(kx, ky, HOPS, True)) @ vec
    v = dag @ (XI / 2 * np.kron(SIGMA[1], ORB_L[1])) @ vec
    gap = ev[:, :, None] - ev[:, None, :]
    near = np.abs(gap) < 1e-8
    ratio = (occ[:, :, None] - occ[:, None, :]) / np.where(near, 1, gap)
    slope_occ = -(occ * (1 - occ) / KT)[:, :, None] * np.ones((1, 1, 8))
    ratio = np.where(near, slope_occ, ratio)
    slope = np.sum(ratio * w * v.transpose(0, 2, 1)).real / kx.size
    sz = np.kron(SIGMA[2], np.eye(4))
    moment = np.sum(occ * np.sum(vec.conj() * (sz @ vec), axis=1).real)
    return slope, moment / kx.size


def uniform_energy(direction):
    """F of the uniform magnet with full spin-orbit coupling."""
    kx, ky = grid(MESH)
    ham = with_spin(ONE, bloch(kx, ky, HOPS)) + XI * SOC_FULL
    ham += -DELTA / 2 * np.kron(SIGMA[direction], P_MAG)
    return thermo(np.linalg.eigvalsh(ham), kx.size, KT)[1]


# --- slope from small-q spirals against collinear linear response
slope, moment = collinear_response()
f_zero, e1_zero = spiral(0.0)
f1, e1 = spiral(0.1)
f2, e2 = spiral(0.2)
r1, r2 = e1 / 0.1, e2 / 0.2
slope_spiral = (4 * r1 - r2) / 3
assert abs(slope) > 1e-5
assert abs(e1_zero) < 1e-11
assert abs(slope_spiral / slope - 1) < 5e-4
growth = (r2 - slope) / (r1 - slope)
assert abs(growth / 4 - 1) < 0.1
fine = spiral(0.1, mesh=72)[1]
assert abs(fine / e1 - 1) < 1e-4

# --- handedness and symmetry
f1m, e1m = spiral(-0.1)
assert abs(e1 + e1m) < 1e-11 and abs(f1 - f1m) < 1e-11
helical = spiral(0.4, axis=0)[1]
mirror = spiral(0.4, hops=make_hops(0.0))[1]
assert abs(helical) < 1e-10 and abs(mirror) < 1e-10

# --- laboratory-frame supercell against the generalized Bloch theorem
q8 = 2 * np.pi / 8
f8, e8 = spiral(q8)
f8_cell = supercell(8, 1, 0.0)
assert abs(f8_cell - f8) < 1e-10
small = 0.01
e8_cell = XI * (supercell(8, 1, small) - supercell(8, 1, -small)) / (2 * small)
assert abs(e8_cell / e8 - 1) < 2e-3


def odd_part(cells, soc):
    return (supercell(cells, 1, soc) - supercell(cells, -1, soc)) / 2


# --- order of the remainder in the spin-orbit strength
odd_full, odd_rev = odd_part(8, XI), odd_part(8, -XI)
quad_full = (odd_full + odd_rev) / 2
quad_half = (odd_part(8, XI / 2) + odd_part(8, -XI / 2)) / 2
assert abs(quad_full) > 1e-8
assert abs(quad_full / quad_half / 4 - 1) < 0.1


def axis_remainder(soc):
    odd = (spiral(q8, soc=soc)[0] - spiral(-q8, soc=soc)[0]) / 2
    return odd - e8 * soc / XI


cubic_ratio = axis_remainder(XI / 2) / axis_remainder(XI / 4)
assert abs(cubic_ratio / 8 - 1) < 0.1
e16 = spiral(2 * np.pi / 16)[1]
odd16 = odd_part(16, XI)

# --- stiffness and preferred spiral
stiff = (4 * (f1 - f_zero) / 0.01 - (f2 - f_zero) / 0.04) / 3
assert stiff > 0
q_est = -slope / (2 * stiff)
low, high = sorted((0.3 * q_est, 2.0 * q_est))
found = minimize_scalar(lambda q: sum(spiral(q)), bounds=(low, high),
                        method="bounded", options={"xatol": 1e-5})
assert abs(found.x / q_est - 1) < 0.1

# --- sizes of neglected effects
kt_room = K_B * 300 / E_CHARGE
room = spiral(0.1, mesh=96, kt=kt_room)[1]
anis = uniform_energy(0) - uniform_energy(2)
area = (A_NM * 1e-9) ** 2
dipolar = mu_0 * (moment * MU_B) ** 2 / (2 * area * THICK_NM * 1e-9)
d_area = slope * E_CHARGE / (A_NM * 1e-9)
d_vol = d_area / (THICK_NM * 1e-9)
a_vol = stiff * E_CHARGE / (THICK_NM * 1e-9)

print(f"lattice constant: {A_NM:.2f} nm; layer height: {HEIGHT_NM:.2f} nm")
print(f"magnetic thickness: {THICK_NM:.2f} nm")
print(f"exchange splitting: {DELTA:.2f} eV; spin-orbit xi: {XI:.2f} eV")
print(f"s-s hopping amplitude: {T_SS:.2f} eV; p level: {E_P:.2f} eV")
print(f"s-p vertical: {V_VERT:.2f} eV; s-p side: {V_SIDE:.2f} eV")
print(f"p-p sigma: {PP_SIGMA:.2f} eV; p-p pi: {PP_PI:.2f} eV")
print(f"electrons per cell: {FILL:.2f}; smearing kT: {KT*1e3:.0f} meV")
print(f"k mesh: {MESH} x {MESH}; spin moment: {moment:.4f} mu_B per cell")
print("period/cells, period/nm, exchange/meV, E1/meV, (E1/q)/D - 1 in %")
for cells in (60, 30, 16, 8, 5):
    q = 2 * np.pi / cells
    f, first = spiral(q)
    print(f"  {cells:3d} {cells*A_NM:7.2f} {(f-f_zero)*1e3:9.4f}"
          f" {first*1e3:9.5f} {(first/q/slope-1)*100:8.3f}")
print(f"E1 at qa=+0.1: {e1*1e3:.6f} meV; at qa=-0.1: {e1m*1e3:.6f} meV")
print(f"E1/(qa) at qa=0.1: {r1*1e3:.6f} meV; at 0.2: {r2*1e3:.6f} meV")
print(f"slope, extrapolated from spirals: {slope_spiral*1e3:.6f} meV")
print(f"slope, collinear linear response: {slope*1e3:.6f} meV")
print(f"deviation growth on doubling q: {growth:.4f} (pure q^2 gives 4)")
print(f"D per cell: {slope*1e3*A_NM:.5f} meV nm")
print(f"D_s: {d_area*1e12:.4f} pJ/m; D_s/thickness: {d_vol*1e3:.3f} mJ/m^2")
print(f"helical-spiral E1: {abs(helical)*1e3:.1e} meV")
print(f"E1 without s-p_z mixing: {abs(mirror)*1e3:.1e} meV")
print(f"8 cells, F supercell - F Bloch: {abs(f8_cell-f8):.1e} eV")
print(f"8 cells, E1 Bloch: {e8*1e3:.5f} meV")
print(f"8 cells, E1 from supercell derivative: {e8_cell*1e3:.5f} meV")
print(f"8 cells, odd energy with full coupling: {odd_full*1e3:.5f} meV")
print(f"8 cells, its part even in xi: {quad_full*1e3:.5f} meV")
print(f"even part, ratio xi to xi/2: {quad_full/quad_half:.4f}")
print(f"axis-only remainder, ratio xi/2 to xi/4: {cubic_ratio:.4f}")
print(f"higher-order correction, 8 cells: {(odd_full/e8-1)*100:.2f} %")
print(f"higher-order correction, 16 cells: {(odd16/e16-1)*100:.2f} %")
print(f"stiffness per cell: {stiff*1e3:.5f} meV for (qa)^2")
print(f"stiffness/thickness: {a_vol*1e12:.3f} pJ/m")
print(f"preferred qa, -D/(2A): {q_est:.5f}; direct minimum: {found.x:.5f}")
print(f"preferred period, direct: {2*np.pi/abs(found.x)*A_NM:.2f} nm")
print(f"spiral energy gain, direct: {(f_zero-found.fun)*1e3:.5f} meV/cell")
print(f"anisotropy F(m along x)-F(m along z): {anis*1e3:.5f} meV/cell")
print(f"dipolar energy scale: {dipolar/E_CHARGE*1e3:.5f} meV/cell")
print(f"300 K electrons: kT = {kt_room*1e3:.2f} meV")
print(f"change of E1 at qa=0.1 for 300 K: {(room/e1-1)*100:.3f} %")
print("done: every assertion held")
```

Running it gives:

```
lattice constant: 0.27 nm; layer height: 0.20 nm
magnetic thickness: 0.20 nm
exchange splitting: 2.00 eV; spin-orbit xi: 0.50 eV
s-s hopping amplitude: 0.20 eV; p level: 2.00 eV
s-p vertical: 0.80 eV; s-p side: 0.30 eV
p-p sigma: 0.40 eV; p-p pi: -0.10 eV
electrons per cell: 0.30; smearing kT: 50 meV
k mesh: 48 x 48; spin moment: 0.3000 mu_B per cell
period/cells, period/nm, exchange/meV, E1/meV, (E1/q)/D - 1 in %
   60   16.20    0.0593  -0.04290    0.037
   30    8.10    0.2370  -0.08589    0.145
   16    4.32    0.8314  -0.16158    0.483
    8    2.16    3.2928  -0.32626    1.447
    5    1.35    8.2203  -0.52046    1.146
E1 at qa=+0.1: -0.040962 meV; at qa=-0.1: 0.040962 meV
E1/(qa) at qa=0.1: -0.409619 meV; at 0.2: -0.410025 meV
slope, extrapolated from spirals: -0.409484 meV
slope, collinear linear response: -0.409481 meV
deviation growth on doubling q: 3.9394 (pure q^2 gives 4)
D per cell: -0.11056 meV nm
D_s: -0.2430 pJ/m; D_s/thickness: -1.215 mJ/m^2
helical-spiral E1: 3.0e-17 meV
E1 without s-p_z mixing: 1.1e-20 meV
8 cells, F supercell - F Bloch: 1.1e-16 eV
8 cells, E1 Bloch: -0.32626 meV
8 cells, E1 from supercell derivative: -0.32629 meV
8 cells, odd energy with full coupling: -0.34507 meV
8 cells, its part even in xi: -0.01792 meV
even part, ratio xi to xi/2: 4.0049
axis-only remainder, ratio xi/2 to xi/4: 8.0198
higher-order correction, 8 cells: 5.77 %
higher-order correction, 16 cells: 5.71 %
stiffness per cell: 5.40779 meV for (qa)^2
stiffness/thickness: 4.332 pJ/m
preferred qa, -D/(2A): 0.03786; direct minimum: 0.03787
preferred period, direct: 44.80 nm
spiral energy gain, direct: 0.00775 meV/cell
anisotropy F(m along x)-F(m along z): -0.00435 meV/cell
dipolar energy scale: 0.00208 meV/cell
300 K electrons: kT = 25.85 meV
change of E1 at qa=0.1 for 300 K: 3.266 %
done: every assertion held
```
